# Why a filled symmetric vacancy level drives only breathing at first order

Before relaxing the atoms around an oxygen vacancy, one must decide whether to start from the symmetric site or to displace the neighbours at random first. The symmetric start is cheaper, and with the vacancy level filled the four metal neighbours may simply move in or out together. But is that breathing motion the true answer, or merely the one the starting point allows? A model with four orbitals settles what the filled level can do at first order, and shows why a second-order check is still needed.

## The cluster and its levels

Put the missing oxygen at the origin and four equal metal atoms at $\mathbf R_i=d\,\mathbf n_i$, with

$$\sqrt3\,\mathbf n_1=(1,1,1),\quad \sqrt3\,\mathbf n_2=(-1,-1,1),$$
$$\sqrt3\,\mathbf n_3=(1,-1,-1),\quad \sqrt3\,\mathbf n_4=(-1,1,-1).$$

These unit vectors sum to zero and $\mathbf n_i\cdot\mathbf n_j=-1/3$ for $i\ne j$. Every edge therefore has $L^2=d^2(2+2/3)$, or $L=d\sqrt{8/3}$.

Each metal carries one s orbital. The orbitals are taken as orthogonal, with on-site energy zero, and are coupled by

$$H_{ij}=h(L_{ij}),\qquad h(\ell)=-t\,e^{-(\ell-L)/\lambda},\qquad t>0 .$$

An s orbital has no direction, so the coupling depends on distance alone. The rest of the solid is represented by a spring of constant $K$ tying each metal to its ideal site. The springs are isotropic and unstrained at the start.

At the ideal geometry all off-diagonal elements equal $-t$. The vector $a=(1,1,1,1)/2$ gets $-t$ from each of three neighbours, so its energy is $-3t$. For any vector whose components sum to zero, the other three components sum to minus the first, and the energy is $+t$. The first state is unchanged by every operation of the tetrahedral group $T_d$ and is called $a_1$; the other three form the set $t_2$.

The example uses round values. The distance is close to that in zinc oxide, and the other three are illustrative: $d=0.198$ nm, $t=0.60$ eV, $\lambda=0.15$ nm and $K=600$ eV/nm². Then $L=0.323$ nm, the levels are $-1.8$ and $+0.6$ eV, and the gap is $4t=2.4$ eV.

## The force from the filled level

For a real normalized eigenvector $c$, the level is $\varepsilon=c^THc$. Differentiating with respect to an atomic coordinate gives

$$\partial\varepsilon=c^T(\partial H)c+2\varepsilon\,c^T\partial c=c^T(\partial H)c ,$$

because $c^Tc=1$ implies $c^T\partial c=0$. This is the Hellmann–Feynman theorem for a matrix. If the orbitals overlap, with overlap matrix $S$, the normalization is $c^TSc=1$ and the result becomes $c^T(\partial H-\varepsilon\,\partial S)c$. The extra term arises because the basis moves with the atoms.

Let $P_{ij}=\sum_k f_k c_{ki}c_{kj}$, where $f_k$ is the number of electrons in state $k$. Each bond occurs twice in $\sum_{ij}P_{ij}H_{ij}$, so the electronic force on atom $i$ is

$$\mathbf F_i=-2\sum_{j\ne i}P_{ij}\,h'(L_{ij})\,\mathbf u_{ij},\qquad \mathbf u_{ij}=\frac{\mathbf R_i-\mathbf R_j}{L_{ij}} .$$

Two electrons in $a_1$ give $P_{ij}=2\cdot\tfrac12\cdot\tfrac12=\tfrac12$ on every bond, and $h'(L)=+t/\lambda$. Since the positions sum to zero, $\sum_{j\ne i}(\mathbf R_i-\mathbf R_j)=4\mathbf R_i$. Hence

$$\mathbf F_i=-\frac t\lambda\,\frac{4d}{L}\,\mathbf n_i=-\sqrt6\,\frac t\lambda\,\mathbf n_i .$$

The three bonds at each atom pull equally, and their sideways parts cancel. What remains points at the vacancy: shorter bonds strengthen the coupling and lower the filled level. With $t/\lambda=4.0$ eV/nm, the pull is $2.449\times4.0=9.8$ eV/nm per metal.

## Why the cancellation does not depend on the model

Let $g$ be an operation of $T_d$, and let $D(g)$ rotate or reflect all displacements while moving each to the atom that $g$ sends it to. If the host shares the symmetry, the energy satisfies $E(\mathbf R_0+D(g)x)=E(\mathbf R_0+x)$ for any set of twelve displacements $x$. A level separated by a gap varies smoothly, so both sides can be expanded. The linear terms give

$$F\cdot D(g)x=F\cdot x\quad\text{for every }x,\qquad\text{so}\qquad D(g)F=F .$$

The force pattern must itself be unchanged by every operation. The threefold axis through atom $i$ leaves that atom in place, so the force on it must lie along $\mathbf n_i$. Operations that exchange the atoms make the four magnitudes equal. One number remains, the breathing force.

In the language of representations, the twelve displacements split into $A_1+E+T_1+2T_2$. $A_1$ is breathing, $T_1$ is rotation of the cage, and one $T_2$ set is its translation, which is not free in a fixed host. $E$ and the other $T_2$ set change the shape.

This argument never used the form of $h$, the absence of overlap or the neglect of electron repulsion. It used a symmetric host and an electronic state with an invariant density. Two points follow.

- Double filling is not essential. One electron in $a_1$ gives half the force in this model, still purely breathing.
- "Breathing only" describes the nearest shell. A more distant atom that lies merely on a mirror plane may feel a force anywhere in that plane, so its symmetric motion need not be radial.

A Hartree–Fock calculation tests the rule with overlap and repulsion present. The cluster is tetrahedral Na$_4^{2+}$ with edge 0.36 nm in the 6-31G basis, and its two valence electrons fill an $a_1$ orbital. The symmetry-lowering force is about $10^{-11}$ eV/nm, against 4.2 eV/nm of radial force per atom. Distorting the cluster by 0.004 nm along an $E$ direction produces a symmetry-lowering force of 0.25 eV/nm, so the test can detect one. The radial force rises to 4.3 eV/nm in the cc-pVDZ and def2-TZVP bases, and MP2 correlation lowers the cc-pVDZ value by about 0.1 eV/nm; the $E$ force stays at 0.25 eV/nm in cc-pVDZ. The cluster does not represent an oxide. Its radial force is outward, but this is a total that includes the repulsion of the four Na$^+$ cores. Without the two valence electrons the push is 27 eV/nm, so the filled level pulls inward by about 23 eV/nm, with the same sign as in the four-orbital model. At an edge of 0.42 nm the total is already slightly inward: symmetry fixes the pattern of the force, but not its sign.

## What a partly filled triplet does

For a displacement pattern $x$ with bond-length changes $\delta L_b$, the electronic force along it is

$$F\cdot x=-\frac t\lambda\sum_b w_b\,\delta L_b,\qquad w_b=2P_b .$$

The filled $a_1$ level has $w_b=1$ on all six bonds. It therefore couples only to the sum of the length changes, which vanishes for every pattern except breathing.

Now put a single electron in the $t_2$ state $(1,1,-1,-1)/2$, leaving $a_1$ aside. Bonds 12 and 34 have $w=+\tfrac12$, and the other four have $w=-\tfrac12$. The normalized $E$ displacement proportional to $(-x_i,-y_i,2z_i)$ changes bonds 12 and 34 by $-1/\sqrt3$ each and the other four by $+1/(2\sqrt3)$ each, per unit amplitude. The force is

$$F_E=-\frac t\lambda\left[2\cdot\frac12\left(-\frac1{\sqrt3}\right)-4\cdot\frac12\cdot\frac1{2\sqrt3}\right]=\frac{2t}{\sqrt3\,\lambda}.$$

This is 4.6 eV/nm. The electron favours two bonds over the other four, and the cage responds by elongating along $z$. This is the first-order Jahn–Teller force.

The state $(3,-1,-1,-1)/\sqrt{12}$ instead has $w=-\tfrac12$ on the three bonds to atom 1 and $+\tfrac16$ on the rest. A normalized shape-changing $T_2$ displacement lengthens one edge by 1 and shortens the opposite edge by 1. Each of the three such patterns feels $-(t/\lambda)(-\tfrac12-\tfrac16)=2t/(3\lambda)$. Their combined norm is $\sqrt3$ times this, again $2t/(\sqrt3\lambda)$.

Six electrons fill $t_2$ completely; $a_1$ is again left empty, since filling it too would cancel the force in this model. Since the four states together form the identity matrix, $P=2(1-aa^T)$, whose off-diagonal elements are all $-\tfrac12$. The force is the exact reverse of the $a_1^2$ force, 9.8 eV/nm outward. The contrast is thus between invariant and non-invariant densities, of which a filled $a_1$ level is one invariant case.

## Zero force is not yet stability

A ball balanced on a ridge also feels no sideways force. To learn whether the symmetric cage is stable, expand the energy to second order in a normalized displacement.

For a bond with relative displacement $\mathbf r=\mathbf x_i-\mathbf x_j$, the length change is

$$\delta L=\mathbf u\cdot\mathbf r+\frac{r^2-(\mathbf u\cdot\mathbf r)^2}{2L}+\cdots$$

With the $a_1$ amplitudes frozen, the electronic energy is the sum of $h$ over the six bonds. Using $h''=-t/\lambda^2$, its second derivative along the pattern is

$$k_{\rm frozen}=-\frac t{\lambda^2}\,s+\frac t{\lambda L}\left(\sum_b r_b^2-s\right),\qquad s=\sum_b(\mathbf u_b\cdot\mathbf r_b)^2 .$$

For four atoms, $\sum_b r_b^2=4\sum_i x_i^2-|\sum_i\mathbf x_i|^2$. This equals 4 for any normalized pattern without translation. The sum $s$ follows from the bond changes:

- Breathing changes each edge by $\sqrt{8/3}/2=\sqrt{2/3}$, so $s=6\cdot\tfrac23=4$.
- $E$ gives $s=2\cdot\tfrac13+4\cdot\tfrac1{12}=1$.
- The shape-changing $T_2$ gives $s=1+1=2$.
- Rotation gives $s=0$.

The amplitudes can also adjust. Second-order perturbation theory lowers the energy of two $a_1$ electrons by $2\sum_m|\langle m|\delta H|a\rangle|^2/(4t)$, where $m$ runs over $t_2$. With $\delta H=G$ per unit displacement, the second derivative is $-(1/t)\sum_m|\langle m|G|a\rangle|^2$.

For the $T_2$ pattern that stretches bond 12 and shortens bond 34, $G_{12}=t/\lambda$ and $G_{34}=-t/\lambda$. Its matrix element with $m=(1,1,-1,-1)/2$ is $\tfrac14(2+2)t/\lambda=t/\lambda$, and it vanishes for the other two states. Mixing therefore contributes $-t/\lambda^2$.

For $E$, the three bond changes at each atom sum to zero, so $Ga=0$. Breathing gives $Ga\propto a$, and rotation gives $G=0$. None of these mixes $a_1$ with $t_2$. The electronic stiffnesses are

$$k_{A_1}=-\frac{4t}{\lambda^2},\qquad k_E=-\frac t{\lambda^2}+\frac{3t}{\lambda L},$$
$$k_{T_1}=\frac{4t}{\lambda L},\qquad k_{T_2}=-\frac{3t}{\lambda^2}+\frac{2t}{\lambda L}.$$

Translation of the whole cage gives zero. In the example these are $-107$, $+10$, $+49$ and $-55$ eV/nm² respectively, each to be added to $K=600$ eV/nm². Numerical second derivatives of the two-electron energy confirm all four, as well as the mixing part of $-27$ eV/nm².

In the example the $T_2$ value is the sum of $-53$ and $+25$ from the frozen bonds and $-27$ from mixing. The filled level thus does soften a symmetry-lowering distortion here. It cannot start that distortion, but it can make it spontaneous if the host is soft enough: the symmetric cage becomes unstable when the host stiffness for $T_2$ falls below $3t/\lambda^2-2t/(\lambda L)$, where $t$ and $L$ stand for the coupling and edge of the cage being tested. If the host couples this distortion to translation of the cage, the stiffness to compare is the one left after the translation has relaxed, which is lower than the direct value. With isotropic springs breathing is always softer still, because $-4t/\lambda^2$ lies below the other three values. A host that resists $T_2$ less than breathing could reverse that order.

## Following the breathing path

Suppose all four metals have moved inward by $u$. The cage is still a regular tetrahedron, so the symmetry argument applies again, and the force remains along the path. The edge has shrunk by $\sqrt{8/3}\,u$, which increases the coupling. Balance with the springs requires

$$Ku=\sqrt6\,\frac t\lambda\,e^{\kappa u},\qquad \kappa=\frac{\sqrt{8/3}}\lambda .$$

With $y=\kappa u$, this becomes

$$y\,e^{-y}=\frac{4t}{K\lambda^2},$$

because $\sqrt{8/3}\sqrt6=4$. The left side has its maximum $1/e$ at $y=1$, so a balance exists only if $4t/(K\lambda^2)\le1/e$. The breathing stiffness at the balance point is $K-4te^y/\lambda^2=K(1-y)$. A root describes a cage only if it is reached before the metals meet at the centre, which requires $y<\kappa d=L/\lambda$, with $L$ the ideal edge. Along the breathing path the smaller root is then a minimum, and the larger one, if also reached, a maximum. In the example only the smaller one is reached. When $\lambda<L$, softening the springs makes the two roots merge at $y=1$; with still softer springs the model cage collapses, a sign that it lacks short-range repulsion.

In the example the right side is $106.7/600=0.178$. The smaller root is $y=0.222$, giving $u=0.0204$ nm, or 10% of $d$. Keeping the initial force fixed would give $9.80/600=0.0163$ nm, so the growing coupling adds a quarter. The remaining breathing stiffness is $600(1-0.222)=467$ eV/nm². With the relaxed coupling of 0.75 eV and edge of 0.290 nm, the earlier formulas give total stiffnesses of 618, 669 and 535 eV/nm² for $E$, $T_1$ and the shape-changing $T_2$, so all are positive.

The $a_1$ level falls from $-1.80$ to $-2.25$ eV. Two electrons gain 0.89 eV, the four springs cost $4\cdot\tfrac12\cdot600\cdot(0.0204)^2=0.50$ eV, and the net gain is 0.40 eV. A relaxation started from random displacements of 0.005 nm rms per coordinate reached the same symmetric cage, as the positive stiffnesses require of a sufficiently small disturbance.

This answers the opening question. In exact arithmetic, a force-following relaxation begun at the symmetric site stays symmetric even where that geometry is a saddle point. Starting there is efficient, but its result needs either a small symmetry-breaking displacement followed by a second relaxation, or a calculation of the stiffnesses. Both test only local stability; looking for a separate, lower minimum takes larger and more varied displacements.

## Beside a real oxide

In crystalline zinc oxide the vacancy site is close to tetrahedral, but one neighbour is not equivalent to the other three. In amorphous indium gallium zinc oxide the neighbours differ in position, species and sometimes number. The selection rule is then approximate at best. The next two estimates cover only the part due to the filled level.

Take random displacements of rms $\sigma$ per coordinate. To first order, the mean square symmetry-lowering force from the filled level, leaving out the springs, is $\sigma^2(3k_{T_1}^2+2k_E^2+3k_{T_2}^2)$. For $\sigma=0.01$ nm its square root is 1.29 eV/nm, and 4000 sampled cages give 1.30 eV/nm. That is 7% of the breathing force, when both are measured as norms over all twelve components. The $T_1$ term, 44% of the mean square, is only the breathing force of a rotated cage; measured in the cage's own orientation the force is 0.97 eV/nm, or 5%. Larger disorder raises it roughly in proportion while $\sigma$ remains small compared with $\lambda$ and $L$; the excess over proportionality is about 5% at $\sigma=0.02$ nm and 25% at 0.05 nm. Thermal motion at 300 K, estimated from the springs and a zinc-like mass, has an rms of 0.007 nm per coordinate, so its momentary effect is comparable.

An unlike cation can matter as much through its orbital energy alone. Shift the on-site energy of atom 1 by $\Delta$. First-order perturbation theory changes the amplitudes by $-(\Delta/32t)(3,-1,-1,-1)$. With $w_{ij}=4c_ic_j$, the bonds to atom 1 change by $-\Delta/(8t)$ and the others by $+\Delta/(8t)$. Each of the three $T_2$ patterns then feels a force $\Delta/(4\lambda)$, and their norm is $\sqrt3|\Delta|/(4\lambda)$. Dividing by the breathing norm $2\sqrt6\,t/\lambda$ gives

$$\frac{F_{\rm lowering}}{F_{\rm breathing}}=\frac{|\Delta|}{8\sqrt2\,t}.$$

An assumed shift of $-0.5$ eV gives 7.4%, and full diagonalization gives 7.7%. These estimates do not cover a site with three or five metal neighbours, which has no tetrahedral reference.

The size of the breathing force is much less secure than its pattern. If neighbouring orbitals overlap by $s$, with the same decay as the coupling, the level is $-3tf/(1+3sf)$, where $f=e^{-(\ell-L)/\lambda}$. At $f=1$ its slope is reduced by $(1+3s)^{-2}$. With $t$ held fixed, $s=0.1$ leaves 59% of the pull.

The ions matter more. Removing a doubly charged oxygen ion also removes its attraction for the metals. With formal charges and a rough dielectric constant of 4, an emptied vacancy pushes each metal outward by about 37 eV/nm. If the two electrons left 27% of that push uncompensated, it would cancel their 9.8 eV/nm pull. The inward shift of 10% is therefore a property of the chosen parameters, not a prediction for an oxide. With four equal charges at the ideal tetrahedral sites, the ionic push is itself pure breathing: it can change the sign of the motion without adding a first-order force that lowers the symmetry. Unequal charges or displaced ions make the push uneven. A cation of charge 3 among three of charge 2, for example, is pushed half as hard again as its neighbours, which can outweigh the few per cent estimated above for the filled level. The push also softens sideways motion: its curvature there is minus the push divided by $d$, or about $-190$ eV/nm² per metal for the full push, while its radial curvature is twice as large and positive, about $+370$ eV/nm². A stability check must include both.

The check's output lists the main values with their units.

## Numbers as computed

```
input: metal distance d = 0.198 nm, edge L = 0.3233 nm
input: hopping t = 0.60 eV, decay length = 0.15 nm
input: spring constant K = 600 eV/nm^2
displacement counts: {'A1': 1, 'A2': 0, 'E': 2, 'T1': 3, 'T2': 6}
a1 level = -1.800 eV, t2 level = 0.600 eV
a1-t2 gap = 2.400 eV
slope t/lam = 4.000 eV/nm
a1^2 outward force per metal = -9.798 eV/nm
a1^2 12-component force norm = 19.596 eV/nm
a1^2 symmetry-lowering force = 3.2e-15 eV/nm
one tetragonal t2 electron: E force = 4.619 eV/nm
one trigonal t2 electron: T2 force = 4.619 eV/nm
filled t2: outward force per metal = 9.798 eV/nm
A1 electronic stiffness: ideal -106.67, relaxed -133.18 eV/nm^2
E electronic stiffness: ideal 10.45, relaxed 18.36 eV/nm^2
T1 electronic stiffness: ideal 49.48, relaxed 68.87 eV/nm^2
T2 electronic stiffness: ideal -55.26, relaxed -65.44 eV/nm^2
a1-t2 mixing part of T2 stiffness = -26.67 eV/nm^2
smallest total stiffness, relaxed = 466.8 eV/nm^2
linear inward shift = 0.01633 nm
full inward shift = 0.02039 nm = 10.30 % of d
relaxed edge = 0.2900 nm, relaxed hopping = 0.7491 eV
relaxed a1 level = -2.247 eV
relaxation energy gain = 0.3959 eV
symmetry-lowering shift after relaxation = 1.1e-17 nm
disorder input: rms displacement per coordinate = 0.010 nm
disorder lowering force: formula 1.293, sampled 1.298 eV/nm
disorder force / breathing force = 6.62 %
unlike cation input: on-site shift = -0.50 eV
unlike cation lowering fraction: first order 7.37 %, full 7.70 %
overlap input = 0.10; force factor = 0.5917
temperature = 300 K, kT = 25.85 meV, mass = 65.4 u
vibrational quantum = 19.58 meV
thermal rms displacement per coordinate = 0.00672 nm
Boltzmann factor for the a1-t2 gap = 4.8e-41
ionic input: charges = 2 e, dielectric constant = 4
screened ionic push, emptied vacancy = 36.73 eV/nm
fraction of that push that cancels the a1^2 pull = 0.267
Na4(2+) RHF/6-31G: edge = 0.36 nm
Na4(2+) outward force per atom = 4.1812 eV/nm
Na4(2+) symmetry-lowering force = 8.8e-12 eV/nm
Na4(2+) bent by 0.004 nm along E: lowering force = 0.2484 eV/nm
```
